# Why rank-six crystal fields reach cerium(III) J=5/2 only through J=7/2

A sixth-rank crystal field has no matrix elements between states of total angular momentum $J=5/2$, because two angular momenta of $5/2$ can be coupled to at most rank 5. It therefore neither splits nor shifts the isolated ground level of Ce(III). It does have matrix elements between $J=5/2$ and $J=7/2$. Once these are kept, the $J=5/2$ energies depend on the sixth-rank parameters, in leading order through (coupling)$^2$ divided by the spin-orbit gap. For an octahedral field the mixing problem reduces to two $2\times2$ matrices.

## The ion and its field

Ce(III) has one 4f electron, with $l=3$ and $s=1/2$. I take a pure 4f shell in a static lattice:

$$H=\zeta(\mathbf L\cdot\mathbf S+2)+V,\qquad V=\sum_{k=2,4,6}\sum_q B_{kq}C_{kq}.$$

Here $C_{kq}$ is a spherical harmonic normalised so that $C_{k0}=P_k(\cos\theta)$. Two f orbitals couple to ranks up to 6, and parity removes odd ranks; rank 0 is a common shift and is dropped.

From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-12-\tfrac34]$, the spin-orbit eigenvalues are $-2$ for $J=5/2$ and $3/2$ for $J=7/2$. The added constant 2 puts the free-ion $J=5/2$ level at zero, and the gap is $\Delta=7\zeta/2$. The projectors on the two levels are

$$P=\frac{3/2-\mathbf L\cdot\mathbf S}{7/2},\qquad Q=1-P.$$

## Why the isolated level is blind to rank six

Acting with $C_{6q}$ on a $J=5/2$ state couples angular momenta 6 and $5/2$. The result contains only total angular momenta from $6-5/2=7/2$ to $6+5/2=17/2$. It has no $J=5/2$ part, so

$$P\,C_{6q}\,P=0\quad\text{for every }q.$$

This argument uses only rotational symmetry. The value $7/2$ is on the allowed list.

The zero is a cancellation, since each f orbital separately does feel rank six. The diagonal elements $c_m=\langle 3m|C_{60}|3m\rangle$ show it. For a tensor of rank $k$ they form a polynomial of degree $k$ in $m$, and those of different ranks are orthogonal when summed over $m$. The rank-six set is thus orthogonal to all polynomials of degree 5 or less on seven equally spaced points. That property belongs to the alternating binomial coefficients, so $c_0:c_1:c_2:c_3=20:-15:6:-1$, with $c_{-m}=c_m$.

The orbital $m=3$ has density proportional to $(1-x^2)^3$, $x=\cos\theta$, and fixes the scale. Only the term $-x^6$ overlaps $P_6$, and $x^6$ contains $\tfrac{16}{231}P_6$, so

$$c_3=-\frac{\frac{16}{231}\cdot\frac{2}{13}}{32/35}=-\frac{5}{429},\qquad (c_0,c_1,c_2,c_3)=\frac{(100,-75,30,-5)}{429}.$$

A $J=5/2$ state with $m_J=m-\tfrac12$ combines $|m\downarrow\rangle$ and $|m-1,\uparrow\rangle$. The diagonal element of $P$ gives the first weight, $(3/2+m/2)/(7/2)=(3+m)/7$. Hence

$$\begin{aligned}
m_J=\tfrac52:&\quad \tfrac67(-5)+\tfrac17(30)=0,\\
m_J=\tfrac32:&\quad \tfrac57(30)+\tfrac27(-75)=0,\\
m_J=\tfrac12:&\quad \tfrac47(-75)+\tfrac37(100)=0,
\end{aligned}$$

in units of $1/429$. Spin-orbit coupling fixes the orbital proportions so that the sixth-rank parts of the charge density cancel.

The orthogonal combination belongs to $J=7/2$. For $m_J=5/2$, with a suitable choice of phases,

$$|\tfrac52\rangle=\sqrt{\tfrac67}\,|3\downarrow\rangle-\sqrt{\tfrac17}\,|2\uparrow\rangle,\qquad
|\tfrac72\rangle=\sqrt{\tfrac17}\,|3\downarrow\rangle+\sqrt{\tfrac67}\,|2\uparrow\rangle .$$

The element of $C_{60}$ between them is $\frac{\sqrt6}{7}(c_3-c_2)=-\frac{5\sqrt6}{429}$. The coupling to $J=7/2$ is thus nonzero as well as allowed.

## What the mixing does

Let $\psi$ and $\phi$ be the $J=5/2$ and $J=7/2$ parts of an eigenstate. The $J=7/2$ part of the Schrödinger equation reads

$$QVP\psi+(\Delta+QVQ)\phi=E\phi .$$

If the field is small compared with $\Delta$, then $\phi\simeq-QVP\psi/\Delta$. Inserting this in the $J=5/2$ part gives

$$H_{\rm eff}=PVP-\frac{PVQVP}{\Delta}.$$

Rank six is absent from the first term and present in the second, both squared and multiplied by ranks 2 and 4.

It does not become a sixth-rank operator within $J=5/2$, where none can exist. Operators there have ranks 0 to 5. Hermitian tensors of odd rank change sign under time reversal, as $\mathbf J$ does, whereas $H_{\rm eff}$ does not. Ranks 0, 2 and 4 remain. The sixth-rank field acts by altering the effective lower-rank field, and every level keeps its twofold Kramers degeneracy.

Could the second-order changes cancel altogether? The mean energy of the six states shows that they cannot. $PVP$ has zero trace. The elements between the two levels are, up to phase, $r_k$ times a $3j$ symbol, where $r_k$ is the reduced matrix element. Orthogonality of the $3j$ symbols removes products of different ranks from the trace, leaving

$$\bar E=-\frac{1}{6\Delta}\sum_k\frac{r_k^2}{2k+1}\sum_q|B_{kq}|^2 .$$

Since $r_6^2=1.399$ is nonzero, any sixth-rank field lowers the mean at this order.

## The octahedral field, solved

Six equal ligands on the axes leave two parameters, $B_4$ and $B_6$, the coefficients of $C_{40}$ and $C_{60}$. The seven f orbitals divide into $a_2$ ($xyz$), a triplet $t_2$ containing $z(x^2-y^2)$, and a triplet $t_1$ containing the $m=0$ orbital.

The diagonal elements of $C_{40}$ follow as before. They are even in $m$ and orthogonal to $1$, $m^2$ and the rank-six set, which gives the ratios $6:1:-7:3$ for $|m|=0,1,2,3$. For $m=3$, the density $(1-x^2)^3$ contributes through $3x^4-x^6$:

$$\langle C_{40}\rangle_{m=3}=\frac{3\cdot\frac{16}{315}-\frac{16}{231}}{32/35}=\frac1{11}.$$

The four values are therefore $(6,1,-7,3)/33$.

Octahedral harmonics have $q=0,\pm4$, so the $m=0$ orbital gives the $t_1$ energy directly. The sum and difference of $m=\pm2$ belong to $t_2$ and $a_2$, so the mean of those energies is the $m=2$ diagonal element $d$:

$$e_{t_1}=\tfrac{2}{11}B_4+\tfrac{100}{429}B_6,\qquad
\tfrac12(e_{a_2}+e_{t_2})=d=-\tfrac{7}{33}B_4+\tfrac{30}{429}B_6 .$$

The trace condition $e_{a_2}+3e_{t_2}+3e_{t_1}=0$ then gives $e_{t_2}=-d-\tfrac32e_{t_1}$, and $e_{a_2}=2d-e_{t_2}$:

$$e_{t_2}=-\tfrac{2}{33}B_4-\tfrac{60}{143}B_6,\qquad
e_{a_2}=-\tfrac{4}{11}B_4+\tfrac{80}{143}B_6 .$$

With spin included, $a_2$ becomes the doublet $\Gamma_7$, $t_2$ becomes $\Gamma_7+\Gamma_8$, and $t_1$ becomes $\Gamma_6+\Gamma_8$, where $\Gamma_8$ is fourfold. The level $J=5/2$ contains $\Gamma_7+\Gamma_8$; $J=7/2$ contains $\Gamma_6+\Gamma_7+\Gamma_8$. Each symmetry therefore occurs at most twice.

The orbital weights follow from $P$. In the single orbital $a_2$ the mean of $\mathbf L$ vanishes, so the $a_2$ weight in $\Gamma_7(5/2)$ is $(3/2)/(7/2)=3/7$; the rest, $4/7$, is $t_2$. Over the six spin-orbitals of $t_1$ the trace of $\mathbf L\cdot\mathbf S$ vanishes because the spin trace does, so the trace of $P$ is $6\cdot3/7=18/7$. The $\Gamma_6$ pair contributes nothing, being pure $J=7/2$. The four $\Gamma_8$ states share the sum, giving a $t_1$ weight of $9/14$ and a $t_2$ weight of $5/14$.

The $J=5/2$ diagonal energies are

$$\begin{aligned}
a_7&=\tfrac37e_{a_2}+\tfrac47e_{t_2}=-\tfrac{4}{21}B_4+\tfrac{240-240}{1001}B_6=-\tfrac{4}{21}B_4,\\
a_8&=\tfrac{9}{14}e_{t_1}+\tfrac{5}{14}e_{t_2}=\tfrac{2}{21}B_4+\tfrac{900-900}{6006}B_6=\tfrac{2}{21}B_4 .
\end{aligned}$$

$B_6$ cancels, as it must. For $J=7/2$ the weights are exchanged, giving

$$b_7=\Delta-\tfrac{18}{77}B_4+\tfrac{20}{143}B_6,\qquad
b_8=\Delta+\tfrac{2}{77}B_4-\tfrac{80}{429}B_6 .$$

If orbital 1 has weight $w$ in the $J=5/2$ state, the orthogonal state has amplitudes $\sqrt{1-w}$ and $-\sqrt w$. The coupling is then $\sqrt{w(1-w)}\,(e_1-e_2)$:

$$\begin{aligned}
v_7&=\tfrac{2\sqrt3}{7}(e_{a_2}-e_{t_2})=\sqrt3\left(-\tfrac{20}{231}B_4+\tfrac{40}{143}B_6\right),\\
v_8&=\tfrac{3\sqrt5}{14}(e_{t_1}-e_{t_2})=\sqrt5\left(\tfrac{4}{77}B_4+\tfrac{20}{143}B_6\right).
\end{aligned}$$

The lower root for each symmetry is

$$E_i=a_i-\left[\sqrt{D_i^2+v_i^2}-D_i\right],\qquad D_i=\tfrac12(b_i-a_i).$$

To second order the bracket is $v_i^2/\Delta$, so the splitting $\delta=E_8-E_7$ is $\tfrac27B_4+(v_7^2-v_8^2)/\Delta$. Squaring the couplings,

$$\begin{aligned}
v_7^2&=\tfrac{1200}{53361}B_4^2-\tfrac{1600}{11011}B_4B_6+\tfrac{4800}{20449}B_6^2,\\
v_8^2&=\tfrac{720}{53361}B_4^2+\tfrac{800}{11011}B_4B_6+\tfrac{2000}{20449}B_6^2,
\end{aligned}$$

and subtracting,

$$\delta\simeq\frac27B_4+\frac1\Delta\left[\frac{160}{17787}B_4^2-\frac{2400}{11011}B_4B_6+\frac{2800}{20449}B_6^2\right].$$

With $B_4$ present, the effect on the splitting starts linearly in $B_6$ and depends on its sign. In the second-order mean energy, weighted by two $\Gamma_7$ and four $\Gamma_8$ states, the term linear in $B_6$ cancels: $2(-1600)+4(800)=0$.

## Numbers for a hexachlorocerate unit

Take $B_4=2000$, $B_6=250$ and $\zeta=620\ \mathrm{cm^{-1}}$, so $\Delta=2170\ \mathrm{cm^{-1}}$. The decimals below allow the steps to be checked and compared within the model; they are not its accuracy for a real salt. The isolated level has $\Gamma_7$ at $-381.0$ and $\Gamma_8$ at $190.5\ \mathrm{cm^{-1}}$, a splitting of $571.4\ \mathrm{cm^{-1}}$ whatever the value of $B_6$.

The couplings, in $\mathrm{cm^{-1}}$, are

$$\begin{aligned}
v_7&=-299.9+121.1=-178.8,\\
v_8&=232.3+78.2=310.5,
\end{aligned}$$

where the second number in each sum comes from $B_6$. The two fields oppose each other in $\Gamma_7$ and reinforce each other in $\Gamma_8$. Adding $B_6$ therefore weakens the downward push on $\Gamma_7$ and strengthens that on $\Gamma_8$.

For $\Gamma_7$, $D_7=1059.2$ and the root is $1074.2$, so the level falls by 15 to $-396\ \mathrm{cm^{-1}}$. For $\Gamma_8$, $D_8=992.4$ and the root is $1039.9$, so it falls by 47 to $143\ \mathrm{cm^{-1}}$. With $B_4$ and $\zeta$ held fixed:

| Case | $\delta$ (cm$^{-1}$) |
|---|---|
| No mixing | 571.4 |
| Mixing, $B_6=0$ | 587.5 |
| Mixing, $B_6=250$ | 539.0 |
| Mixing, $B_6=-250$ | 643.2 |

Including $B_6$ lowers the mixed splitting by $48.5\ \mathrm{cm^{-1}}$ (6.0 meV), to 66.8 meV. Without $B_6$, mixing widens the splitting; with $B_6=250$, it narrows it.

The second-order terms in $B_4^2$, $B_4B_6$ and $B_6^2$ are $+16.6$, $-50.2$ and $+3.9\ \mathrm{cm^{-1}}$. They give $541.7\ \mathrm{cm^{-1}}$, within $3\ \mathrm{cm^{-1}}$ of the full result.

$B_6$ also acts inside $J=7/2$, which could influence the lower level indirectly. If it is kept only in the blocks joining the two levels, the splitting is $540.3\ \mathrm{cm^{-1}}$. Nearly all the effect thus comes from the coupling between levels.

The $J=7/2$ admixtures are only 0.7% in $\Gamma_7$ and 2.3% in $\Gamma_8$. Small weights suffice because the sixth-rank part of the charge density depends on the admixed amplitude, the square root of the weight. That part is measured by $\partial E/\partial B_6$, the mean value of the operator multiplying $B_6$. It is zero in the isolated level and becomes $+0.082$ for $\Gamma_7$ and $-0.098$ for $\Gamma_8$.

## Limits of the effect

As $\Delta\to\infty$ at fixed field, the admixture disappears and the $B_6$ dependence falls as $1/\Delta$. If instead the couplings become comparable with $\Delta$, the second-order formula fails. The $2\times2$ solutions still hold within the model, but the states are strongly mixed and $J=5/2$ is no longer a good label.

With $B_4=0$ the isolated level is unsplit, and $B_6=250\ \mathrm{cm^{-1}}$ alone separates $\Gamma_7$ from $\Gamma_8$ by $3.8\ \mathrm{cm^{-1}}$. This is the quadratic term, acting as an effective fourth-rank field. It is much smaller than the effect above because there is no $B_4$ to multiply.

One energy can also escape mixing. Setting $v_7=0$ gives $B_6=\tfrac{13}{42}B_4$, at which $\Gamma_7$ returns to its isolated energy. $\Gamma_8$ remains mixed there, since both terms of $v_8$ have the same sign.

## Real complexes

The parameters are rough typical values for octahedral $\mathrm{CeCl_6^{3-}}$, the anion of chlorocerate salts. One assumption that limits a quantitative reading is the pure 4f shell. The $t_1$ orbitals can form sigma bonds with chloride, which weakens their spin-orbit coupling. An assumed 2% reduction for each $t_1$ orbital in a spin-orbit matrix element changes the splitting by $+30\ \mathrm{cm^{-1}}$, over half the size of the $B_6$ effect and opposite in sign. This figure depends on reducing $t_1$ alone: an equal reduction of the pi-bonding $t_2$ orbitals lowers it to about $+20\ \mathrm{cm^{-1}}$, and a uniform reduction of all seven orbitals changes the splitting by only about $-1\ \mathrm{cm^{-1}}$. One measured splitting therefore cannot fix $B_6$ unless $B_4$, $\zeta$ and covalency are known independently. A static tetragonal term with an assumed $B_{20}=100\ \mathrm{cm^{-1}}$ splits $\Gamma_8$ by $43\ \mathrm{cm^{-1}}$; a real tetragonal distortion also adds fourth- and sixth-rank terms, omitted here, which change this value. One component of the doubly degenerate tetragonal vibration, with an assumed quantum of $280\ \mathrm{cm^{-1}}$ and the same rms $B_{20}$ in its zero-point motion, changes the splitting by about $-1\ \mathrm{cm^{-1}}$; adding its partner component roughly doubles this, to about $-3\ \mathrm{cm^{-1}}$. Only second-rank coupling is kept, and the other modes are not included. At 300 K about 13% of the ions occupy $\Gamma_8$, which affects line intensities rather than the static levels computed here.

Complexes with unequal ligands have lower symmetry. The octahedral formulas then no longer apply, but the selection rule and the expression for $H_{\rm eff}$ do, with second-rank terms included. Without a centre of inversion, the field can also mix 4f with 5d, which this model omits. The numerical output below lists the remaining levels and matrix elements.

## Computed results

```
INPUTS (rough typical values, octahedral CeCl6 3-)
B4 = 2000, B6 = 250, zeta = 620 cm^-1
gap between J levels 7*zeta/2 = 2170 cm^-1
SQUARED REDUCED ELEMENTS: (5/2,5/2) (5/2,7/2) (7/2,7/2)
rank 2: 1.37143  0.22857  1.90476
rank 4: 0.57143  0.51948  0.93506
rank 6: 0.00000  1.39860  0.46620
<C60> of f orbitals m=0,1,2,3: 0.23310 -0.17483 0.06993 -0.01166
J=5/2 states: mJ, weights (down, up), C60 parts
2.5: 0.85714 0.14286; -0.00999 +0.00999
1.5: 0.71429 0.28571; +0.04995 -0.04995
0.5: 0.57143 0.42857; -0.09990 +0.09990
OCTAHEDRAL EXAMPLE
orbital a2, t2, t1: -587.4, -226.1, 421.9 cm^-1
a2 weight in Gamma7(5/2) = 0.42857
t1 weight in Gamma8(5/2) = 0.64286
v7, v8 without B6: -299.9, 232.3 cm^-1
v7, v8 with B6: -178.8, 310.5 cm^-1
isolated Gamma7, Gamma8: -381.0, 190.5 cm^-1
mixed, B6=0: -423.3, 164.2 cm^-1
mixed, with B6: -395.9, 143.0 cm^-1
shift by B6, Gamma7: +27.3 cm^-1
shift by B6, Gamma8: -21.2 cm^-1
J=7/2-like Gamma7, Gamma8, Gamma6: 1752.4, 2222.8, 2591.9 cm^-1
J=7/2 admixture Gamma7, Gamma8: 0.70, 2.28 %
dE/dB6 Gamma7, Gamma8: +0.0816, -0.0976
SPLITTING Gamma8 - Gamma7
isolated J=5/2: 571.4 cm^-1
mixed, B6=0: 587.5 cm^-1 = 72.84 meV
mixed, with B6: 539.0 cm^-1 = 66.82 meV
effect of B6: -48.5 cm^-1 = -6.02 meV
B6 only in inter-J blocks: 540.3 cm^-1
B6 sign reversed: 643.2 cm^-1
B6 alone (B4=0): 3.76 cm^-1
second-order terms B4^2, B4*B6, B6^2: +16.6, -50.2, +3.9 cm^-1
second-order splitting: 541.7 cm^-1
mean shift, second order: -34.5 cm^-1
mean shift, full: -36.6 cm^-1
NEGLECTED EFFECTS (assumed rough inputs)
t1 orbital reduction 2 %: splitting changes +29.8 cm^-1
static B20 = 100 cm^-1: Gamma8 splits by 42.8 cm^-1
vibration 280 cm^-1, zero-point rms B20 100 cm^-1:
  splitting changes -1.35 cm^-1
kT at 300 K = 208.5 cm^-1; Gamma8 population 13.1 %
```
